# Why Coulomb exchange strengthens graphene's K-point phonon coupling relative to its velocity

Suppose the electron-phonon couplings of graphene have been computed with a semilocal density functional, and a GW calculation then gives a larger Dirac velocity. May both optical-phonon couplings be multiplied by the velocity ratio, or must the GW self-energy be recomputed with displaced atoms? For the zone-centre \(E_{2g}\) mode the rescaling captures the long-range Coulomb logarithm. For the \(A_1'\) mode at K it does not: that coupling grows faster than the velocity. The difference lies in what each distortion does to the filled Dirac sea.

The model is neutral graphene with nearest-neighbour hopping and a Coulomb interaction that is smooth on the atomic scale. I set \(\hbar=1\), treat the atoms as static, and write \(\alpha=e^2/(\kappa v)\), with \(\kappa\) the background dielectric constant. Couplings are followed from a cutoff momentum \(\Lambda\) to a smaller momentum \(k\), with \(L=\ln(\Lambda/k)\). For a real phonon the logarithm fades out when \(vk\) becomes comparable to the phonon energy.

## Two distortions, two kinds of vertex

Let the bond length be 1, the hopping amplitude \(-t\), and \(D=|dt/da|\) the loss of \(t\) per unit stretch. The bonds from an A atom are \(\boldsymbol\delta_1=(1,0)\) and \(\boldsymbol\delta_{2,3}=(-\tfrac12,\pm\tfrac{\sqrt3}{2})\). The A-B matrix element is \(f(\mathbf k)=-\sum_a t_a e^{i\mathbf k\cdot\boldsymbol\delta_a}\). At K the three phases are \(1,e^{\pm2\pi i/3}\); they sum to zero, while

\[
\sum_a e^{i\mathbf K\cdot\boldsymbol\delta_a}\boldsymbol\delta_a=\tfrac32(1,i).
\]

Expanding at \(\mathbf K+\mathbf p\) gives \(f=-iv(p_x+ip_y)\), with \(v=3t/2\).

In the \(E_{2g}\) mode A atoms move by \(\mathbf u\) and B atoms by \(-\mathbf u\). Bond \(a\) stretches by \(-2\mathbf u\cdot\boldsymbol\delta_a\), so \(\delta t_a=2D\,\mathbf u\cdot\boldsymbol\delta_a\) and

\[
\delta f=-3D(u_x+iu_y)=-iv(A_x+iA_y),\qquad
\mathbf A=\frac{3D}{v}(u_y,-u_x).
\]

The distortion replaces \(\mathbf p\) by \(\mathbf p+\mathbf A\). At K′ the phases are complex conjugated, and the same comparison gives \(-\mathbf A\). Ordering and phasing the two sublattice components suitably in each valley gives

\[
H_0=v\,\tau_0\,\boldsymbol\sigma\cdot\mathbf p,\qquad
H_\Gamma=v\,\tau_z\,\boldsymbol\sigma\cdot\mathbf A,\qquad F_\Gamma=v|\mathbf A|/|\mathbf u|=3D,
\]

where \(\boldsymbol\tau\) acts on the valley.

The K mode triples the cell. In its six-atom hexagon every atom moves radially outward by \(u\). The hexagon side equals its radius, so the ring bonds stretch by \(u\); each outward bond shortens by \(2u\). Hence \(t_{\rm ring}=t-Du\) and \(t_{\rm out}=t+2Du\). At zero supercell momentum an outward bond links atom \(j\) to a copy of atom \(j+3\), and states of ring angular momentum \(\ell\) have energy

\[
\varepsilon_\ell=-2t_{\rm ring}\cos(\pi\ell/3)-(-1)^\ell t_{\rm out}.
\]

Without distortion \(\ell=\pm1,\pm2\) are the four Dirac states at zero energy. With it, \(\ell=\pm1\) move to \(t_{\rm out}-t_{\rm ring}=3Du\) and \(\ell=\pm2\) to \(-3Du\). The perturbation is therefore \(-3Du\,C_2\), where the half-turn \(C_2\) has eigenvalue \((-1)^\ell\). Terms linear in momentum change sign under a half-turn, so they anticommute with \(C_2\). The K vertex is thus a mass,

\[
H_K=F_Ku\,X,\qquad F_K=3D,\qquad X^2=1,\qquad \{X,H_0\}=0,
\]

and since it mixes valleys it can be written \(X=\tau_x\sigma_z\). The two bare vertices are equal at equal atomic amplitude. The lattice matrices confirm this: both equal 3 in units of the hopping per bond length when \(D\) is 1.

## Why exchange is the relevant response

Both distortions change A-B hopping alone. Let \(S\) be \(+1\) on A and \(-1\) on B. Then \(SHS=-H\), so \(S\) exchanges filled and empty states. If \(n\) is the density matrix of the filled states, \(SnS=1-n\). The diagonal of this equation gives \(n_{ii}=\tfrac12\): no site charge appears, and there is no Hartree response.

In the linear Dirac theory smooth screening does not change at first order either. Its linear change contains a trace over valleys with one factor \(\tau_z\) or \(\tau_x\), and both are traceless. Beyond that theory, the \(E_{2g}\) distortion also makes the Dirac velocity depend on direction, which does change the screening at first order. This change is even in the momentum transfer, whereas the Dirac Hamiltonian is odd in momentum, so their product integrates to zero at the Dirac point and adds no logarithm to the vertex. What remains is exchange. With \(V(q)=2\pi e^2/(\kappa q)\),

\[
\Sigma(\mathbf k)=-\int\!\frac{d^2q}{(2\pi)^2}V(\mathbf k-\mathbf q)\,n(\mathbf q),
\qquad n=\tfrac12\left(1-\frac{h}{E}\right),
\]

where \(h\) is the Dirac Hamiltonian and \(h^2=E^2\). The constant \(\tfrac12\) shifts all energies equally. Dropping it leaves \(\Sigma=\tfrac12\int V h/E\).

**Velocity.** Here \(h/E=\boldsymbol\sigma\cdot\hat{\mathbf q}\). For \(q\gg k\), \(|\mathbf k-\mathbf q|^{-1}\simeq q^{-1}(1+\mathbf k\cdot\hat{\mathbf q}/q)\). The first term vanishes on angular integration; the second gives

\[
\Sigma\simeq\frac{e^2}{4\pi\kappa}\int\!\frac{dq}{q}\int\! d\theta\,(\mathbf k\cdot\hat{\mathbf q})(\boldsymbol\sigma\cdot\hat{\mathbf q})
=\frac{e^2}{4\kappa}L\,\boldsymbol\sigma\cdot\mathbf k,
\qquad \frac{\delta v}{v}=\frac{\alpha}{4}L,
\]

because the angular integral is \(\pi\,\boldsymbol\sigma\cdot\mathbf k\).

**K phonon.** A small mass \(m=F_Ku\) gives \(E=\sqrt{v^2q^2+m^2}\), which has no linear term in \(m\). Thus \(\delta(h/E)=mX/(vq)\), and

\[
\delta\Sigma=\frac{e^2}{4\pi\kappa}\int\! dq\,2\pi\,\frac{mX}{vq}
=\frac{\alpha}{2}L\,mX,\qquad \frac{\delta F_K}{F_K}=\frac{\alpha}{2}L.
\]

**Zone-centre phonon.** In one valley \(h/E\) is the unit vector along \(\mathbf q+\mathbf A\), contracted with \(\boldsymbol\sigma\). Its linear change is

\[
\frac{\boldsymbol\sigma\cdot\mathbf A-(\boldsymbol\sigma\cdot\hat{\mathbf q})(\hat{\mathbf q}\cdot\mathbf A)}{q}
\;\longrightarrow\;\frac{\boldsymbol\sigma\cdot\mathbf A}{2q}
\]

after angular averaging. The same radial integral now gives \((\alpha/4)L\,v\boldsymbol\sigma\cdot\mathbf A\), so \(\delta F_\Gamma/F_\Gamma=(\alpha/4)L\).

The factor of two has a geometric meaning. The filled state at \(\mathbf q\) has a pseudospin lying in the plane, antiparallel to \(\mathbf q\). A perturbation can tilt it only through a component perpendicular to its direction. The mass points out of the plane (in the combined valley-sublattice space) and tilts the pseudospin at every angle. The vector potential lies in the plane, and its component along \(\hat{\mathbf q}\) does nothing. Exchange feeds the tilt back with the sign of the perturbation, so the mass receives twice the feedback.

## What gauge invariance fixes

The equality of the \(F_\Gamma\) and \(v\) logarithms follows without doing either integral. In one valley,

\[
\Sigma_{\mathbf A}(\mathbf k)=\tfrac12\int\!\frac{d^2q}{(2\pi)^2}V(\mathbf k-\mathbf q)\,
\frac{\boldsymbol\sigma\cdot(\mathbf q+\mathbf A)}{|\mathbf q+\mathbf A|}.
\]

Put \(\mathbf q'=\mathbf q+\mathbf A\). The interaction becomes \(V(\mathbf k+\mathbf A-\mathbf q')\), so \(\Sigma_{\mathbf A}(\mathbf k)=\Sigma_0(\mathbf k+\mathbf A)\). The full static vertex is therefore

\[
\left.\frac{\partial}{\partial A_i}\left[H_0(\mathbf k+\mathbf A)+\Sigma_{\mathbf A}(\mathbf k)\right]\right|_{\mathbf A=0}
=\frac{\partial}{\partial k_i}\left[H_0(\mathbf k)+\Sigma_0(\mathbf k)\right],
\]

which is the renormalized velocity matrix. This is the Ward identity for a uniform vector potential.

The phonon shifts the valleys in opposite directions, unlike an electromagnetic potential. The argument survives because the smooth interaction conserves the particle number of each valley, allowing each to be shifted separately. Four conditions enter: the distortion is uniform, the interaction transfers no electron between valleys, the interaction itself is unchanged by the distortion, and the cutoff moves with the shifted momentum. A lattice violates the last three at short distance. Gauge invariance therefore fixes how \(F_\Gamma/v\) runs, not its starting value.

No such shift exists for the K mode. It opens a gap, whereas a change of momentum origin merely moves the Dirac point.

A honeycomb lattice shows both behaviours. In it the displacements change the hoppings, while the \(1/r\) exchange is kept at the undistorted interatomic distances. A small staggered potential \(\Delta\) on the sublattices supplies the infrared cutoff. At \(\alpha=1\), the relative first-order corrections are:

| \(\Delta/t\) | \(v\) | \(F_\Gamma\) | \(F_K\) |
|---|---:|---:|---:|
| 0.10 | 1.063 | 1.056 | 1.591 |
| 0.05 | 1.237 | 1.228 | 1.932 |

Halving \(\Delta\) adds \(\ln2=0.693\) to the logarithm. For the velocity the slope is \((1.237-1.063)/0.693=0.25\). The printed slopes are 0.250, 0.249 and 0.491, against 1/4, 1/4 and 1/2. The test allows a deviation of 0.01 for lattice and finite-box terms; a larger box moves the velocity slope to 0.251 and leaves the other two unchanged. The corrections for \(v\) and \(F_\Gamma\) differ by an almost constant 0.008, but this small value depends on the fixed distances in \(1/r\). If the distances follow the atoms, both vertex corrections gain a nearly constant short-range term proportional to \(1/D\), about 0.44 at \(D=t\) per bond length, while the slopes stay near 1/4 and 1/2. Corrections larger than one also show that bare first-order exchange is no quantitative theory at \(\alpha=1\); the slopes are the useful result.

The K slope is about 2% below 1/2. One possible source is the short-range part of the lattice interaction. For a contact strength \(V_s\), the mass response contains

\[
\frac{V_s}{2}\int\!\frac{q\,dq}{2\pi\sqrt{v^2q^2+\Delta^2}}
\simeq\frac{V_s}{4\pi v^2}(v\Lambda-\Delta),
\]

whose term linear in \(\Delta\) alters a slope measured at finite cutoff. Lowering the slope requires \(V_s<0\). Taking \(V_s\) as the cell area times the sum of the interaction over A-B distances, minus its continuum integral, gives \(V_s\simeq-3.5\) at \(\alpha=1\) (units of \(t\) times the squared bond length). The slope then becomes \(0.5-3.5\times0.05/(4\pi\times2.25\times0.693)\simeq0.491\), matching the printed value.

## Adding GW screening

Screening weakens the interaction and makes it depend on frequency. Does the K enhancement survive? Consider first the polarization at imaginary frequency \(i\omega\). A filled state at \(\mathbf k\) and an empty one at \(\mathbf k+\mathbf q\) have squared overlap \((1-\cos\vartheta)/2\), where \(\vartheta\) is the angle between the momenta. With \(k_1=|\mathbf k|\) and \(k_2=|\mathbf k+\mathbf q|\), one two-component flavour gives

\[
\Pi_1=\int\!\frac{d^2k}{(2\pi)^2}
\frac{(1-\cos\vartheta)\,v(k_1+k_2)}{v^2(k_1+k_2)^2+\omega^2}.
\]

Use elliptic coordinates, \(k_1+k_2=q\cosh\mu\) and \(k_1-k_2=q\cos\nu\). The area element is \(k_1k_2\,d\mu\,d\nu\), and the law of cosines gives \(1-\cos\vartheta=q^2\sin^2\nu/(2k_1k_2)\). The factors \(k_1k_2\) cancel. The \(\nu\) integral is \(\pi q^2/2\); with \(s=\sinh\mu\) the other is

\[
\int_0^\infty\!\frac{vq\,ds}{v^2q^2s^2+v^2q^2+\omega^2}
=\frac{\pi}{2\sqrt{v^2q^2+\omega^2}}.
\]

Hence \(\Pi_1=q^2/(16\sqrt{v^2q^2+\omega^2})\). For \(N=4\) flavours (two spins, two valleys) the screened interaction is \(W=V/(1+VN\Pi_1)=Vw\), where

\[
w(u)=\frac{1}{1+g/\sqrt{1+u^2}},\qquad u=\frac{\omega}{vq},\qquad g=\frac{\pi N\alpha}{8}.
\]

The Green function is \(G=(i\omega-h)^{-1}=-(i\omega+h)/\mathcal D\), with \(\mathcal D=\omega^2+v^2q^2\). The self-energy is \(\Sigma=-\int WG\), integrated over \(d\omega\,d^2q/(2\pi)^3\). A perturbation \(Y\) changes \(G\) by \(GYG\), so its vertex correction is \(-\int WGYG\): one screened rung.

For the mass, anticommutation gives

\[
GXG=\frac{X(i\omega-h)(i\omega+h)}{\mathcal D^2}=-\frac{X}{\mathcal D}.
\]

For \(Y=\boldsymbol\sigma\cdot\mathbf A\), the numerator of \(GYG\) is

\[
-\omega^2Y+2i\omega v\,\mathbf q\cdot\mathbf A
+v^2\left[2(\mathbf q\cdot\mathbf A)\boldsymbol\sigma\cdot\mathbf q-q^2Y\right].
\]

The second term averages to zero over angle, and so does the bracket, leaving \(-\omega^2Y/\mathcal D^2\).

An external frequency \(\varepsilon\) matters too. Moving it into \(G\) and using \(\partial G/\partial(i\omega)=-G^2\) gives a self-energy \(i\varepsilon\int WG^2\). The angular average of \(G^2\) is \((v^2q^2-\omega^2)/\mathcal D^2\).

The integration measure, with \(\omega=vqu\), is

\[
\frac{W\,d\omega\,d^2q}{(2\pi)^3}\to
\frac{1}{8\pi^3}\frac{2\pi e^2w}{\kappa q}(vq\,du)(2\pi q\,dq)
=\frac{\alpha}{2\pi}v^2q\,dq\,w\,du.
\]

Each correction is thus a coefficient times \(L\):

\[
\begin{aligned}
c_K&=\frac{\alpha}{2\pi}\int_{-\infty}^{\infty}\!\frac{w\,du}{1+u^2},\\
c_v=c_\Gamma&=\frac{\alpha}{2\pi}\int_{-\infty}^{\infty}\!\frac{w\,u^2du}{(1+u^2)^2},\\
c_Z&=\frac{\alpha}{2\pi}\int_{-\infty}^{\infty}\!\frac{w(1-u^2)du}{(1+u^2)^2}.
\end{aligned}
\]

Here \(c_v=c_\Gamma\) by the same momentum shift as before. The inverse Green function contains \(i\varepsilon(1-c_ZL)\). Dividing by this factor to restore a unit frequency term adds \(c_Z\) to the logarithmic growth of every coupling. It cancels in ratios, so

\[
\frac{d\ln(F_K/v)}{dL}=c_K-c_v=\beta,\qquad
\beta=\frac{\alpha}{2\pi}\int_{-\infty}^{\infty}\!\frac{w\,du}{(1+u^2)^2}>0.
\]

The sign is secure at this order because \(w\) is positive. The velocity itself obeys

\[
\frac{d\ln v}{dL}=c_v+c_Z=\beta,
\]

since \(u^2+(1-u^2)=1\). At one-rung order, therefore, \(F_K/v\) grows at the same rate as \(v\), and \(F_K\propto v^2\), while \(F_\Gamma\propto v\). All coefficients were tested against numerically differentiated matrix Green functions.

Two limits show what screening does. For weak coupling \(w\to1\), the integral is \(\pi/2\), and \(\beta\to\alpha/4\), the unscreened result. For strong coupling \(w\to\sqrt{1+u^2}/g\), and \(\int(1+u^2)^{-3/2}du=2\) gives

\[
\beta\to\frac{\alpha}{\pi g}=\frac{8}{\pi^2N},
\]

or 0.203 for \(N=4\). In this limit stronger bare repulsion brings no further increase, because the screening grows with it. The limit is approached slowly, and graphene lies below it: at \(\alpha\approx2.2\), the value for a suspended sheet with \(\kappa=1\), \(\beta\) is 0.144. One rung is the leading order in \(1/N\); with \(N=4\), higher vertex corrections may change the numbers.

## Following the couplings over two decades

Take \(\alpha=1\) at the cutoff and \(\Lambda/k=100\), round model values giving \(L=4.605\). Here \(g=\pi/2\), and the coefficients are \(c_K=0.269\), \(c_v=0.160\) and \(c_Z=-0.051\). Their combinations agree:

\[
0.269-0.160=0.109,\qquad 0.160-0.051=0.109.
\]

The unscreened value of \(\beta\) would be 0.250. Using the static screening factor \(1+g=2.571\) at all frequencies gives \(0.250/2.571=0.097\). The dynamic value is larger because screening weakens as \(|u|\) increases.

Holding \(\beta\) fixed would raise the velocity by \(\exp(0.109\times4.605)\simeq1.65\). The charge itself does not run: for the density vertex \(Y=1\) the rung gives \(-\int WG^2=-c_ZL\), which cancels the added \(c_Z\). Hence \(\alpha\) falls as \(v\) rises, and one must integrate

\[
\frac{d\ln v}{dL}=\beta(\alpha),\qquad \alpha=\alpha_0\frac{v_0}{v}.
\]

The velocity then gains a factor 1.57 and \(\alpha\) ends at \(1/1.57=0.64\). The zone-centre vertex also gains 1.57; the K vertex gains \(1.57^2\simeq2.46\).

To compare phonons, define the dimensionless coupling

\[
\lambda=\frac{A_cF^2}{2M\omega_{\rm ph}v^2},
\]

with \(A_c\) the cell area, \(M\) the atomic mass and \(\omega_{\rm ph}\) the phonon frequency. It combines the squared zero-point amplitude with the electronic scale \(1/v^2\). At fixed phonon frequencies \(\lambda_\Gamma\) is unchanged, since \((1.57/1.57)^2=1\), while \(\lambda_K\) gains \((2.46/1.57)^2\simeq2.46\). These factors belong to the chosen momentum range and starting coupling; they are not predictions for a particular sample. Two decades is also more than a real optical phonon allows. With \(v\Lambda\) of about 3 to 8 eV and a phonon energy of 0.16 to 0.20 eV, the logarithm stops at \(\Lambda/k\) of roughly 15 to 50. For the same starting \(\alpha\), \(\lambda_K\) gains 1.84 at \(\Lambda/k=20\) and 2.17 at \(\Lambda/k=50\).

For pairing with a uniform gap of the same sign in both valleys, this favours the valley-mixing K phonon over the zone-centre one. If the gap changes sign between the valleys, scattering by the K phonon opposes it instead. The larger coupling does not by itself establish superconductivity. Neutral graphene has no density of states at the Dirac point, and doping, which supplies one, stops the logarithm near the Fermi momentum and adds metallic screening. The repulsion that strengthens the vertex also opposes pairing directly.

## What to calculate

The initial decision now has a definite answer within this low-energy theory. Multiplying a semilocal \(F_\Gamma\) by the GW velocity ratio includes its long-range logarithm, up to a lattice-scale correction that need not be small. Doing the same to \(F_K\) omits a further factor whose logarithmic part, at one-rung order, equals that of the velocity gain. Its lattice-scale constant is not fixed and need not be small: in the table at \(\Delta/t=0.10\) the \(F_K\) correction exceeds the \(v\) correction by 0.53, while the \(v\) correction is 1.06, and the excess changes again if the interaction follows the displaced atoms. A semilocal exchange potential has no long-range nonlocal rung and cannot generate that logarithm.

The direct remedy is to displace the atoms in the K pattern, recompute the GW self-energy from the distorted Green function, and divide half the resulting gap by \(u\). Even with \(W\) held fixed, this derivative contains the required rung. The gap itself cuts the logarithm off at \(vk\sim F_Ku\), because \(\sqrt{v^2q^2+m^2}\) replaces \(vq\) in the mass integral, so the quotient depends logarithmically on \(u\). Choose \(u\) to place this scale where the logarithm is meant to stop, and sample the Dirac points finely enough to resolve it. Short-range interactions, changes of phonon frequency and higher vertex corrections lie outside the estimate. The numerical output below gives the values to more digits.

## Computed values

```
LATTICE (hopping t = 1, bond length = 1, alpha = 1)
bare velocity: 1.5000 t*bond
bare K vertex per atomic displacement: 3.0000 t/bond
bare zone-centre vertex, same amplitude: 3.0000 t/bond
largest site-charge change under distortion: 5.4e-20 e
relative exchange corrections (dimensionless):
 infrared cutoff 0.10 t: v 1.0634, F_G 1.0559, F_K 1.5914
 infrared cutoff 0.05 t: v 1.2367, F_G 1.2284, F_K 1.9318
slope per unit log: v 0.2500, F_G 0.2488, F_K 0.4912
GW LOGARITHMS (dimensionless, N = 4)
 alpha 0.3: c_K 0.11694, c_v 0.06317, c_G 0.06317, c_Z -0.00940, beta 0.05377
 alpha 1.0: c_K 0.26887, c_v 0.15990, c_G 0.15990, c_Z -0.05093, beta 0.10897
 alpha 3.0: c_K 0.46282, c_v 0.30688, c_G 0.30688, c_Z -0.15094, beta 0.15594
alpha = 1, static screening factor 1+g: 2.5708
alpha = 1, beta unscreened: 0.25000
alpha = 1, beta statically screened: 0.09725
alpha = 1, beta dynamically screened: 0.10897
strong-coupling limit of beta: 0.20264
RUNNING COUPLINGS (dimensionless)
initial alpha: 1.00; momentum ratio: 100; L: 4.6052
final alpha: 0.6380
gain of v: 1.5675
gain of F_G: 1.5675
gain of F_K: 2.4569
gain of F_K/v: 1.5675
gain of lambda_G at fixed phonon frequency: 1.0000
gain of lambda_K at fixed phonon frequency: 2.4569
gain of lambda_K/lambda_G: 2.4569
```
